# Why Charged and Short-Range Disorder Give Graphene Different Conductivity Laws: test program

```python
"""Why graphene conductivity is linear in density n for screened charges
but independent of n for weak short-range disorder.

Result under test (hbar = 1, Hartree atomic units, sigma in e^2/h):
  sigma = 8 v^2 / (n_i <V^2>),
  <V^2> = (1/pi) int_0^{2 pi} sin^2(theta) V(2 kF sin(theta/2))^2 dtheta
  short range, V = V0:       sigma = 8 v^2 / (n_s V0^2)
  screened unit charges:     sigma = C(alpha) n / n_i
  C = 1/(2 alpha^2 I), I = int_0^1 x^2 sqrt(1-x^2)/(x+2 alpha)^2 dx
v: band velocity, kF = sqrt(pi n): Fermi wavevector, n_i, n_s: densities
of charged and short-range scatterers, kappa: dielectric constant,
alpha = 1/(kappa v): interaction strength, V(q): Fourier transform of the
potential of one scatterer. Spin and valley degeneracy is 4.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import jv, yv, jn_zeros

VEL = 0.45          # band velocity
KAPPA = 2.5         # dielectric constant of the surroundings
N_CHARGE = 1e-5     # charged impurities per a0^2
N_SHORT = 1e-3      # short-range scatterers per a0^2
V0 = 2.0            # integrated strength of a short-range scatterer
RADIUS = 5.0        # radius of the disc that realizes it
DEG = 4
ALPHA = 1 / (KAPPA * VEL)
densities = np.array([1e-5, 2e-5, 4e-5, 8e-5])


def fermi_k(n):
    return np.sqrt(np.pi * n)


def dos(kf):
    return 2 * kf / (np.pi * VEL)


# ---- static polarizability from the sum over band-to-band transitions ----
def polarizability(q, kf):
    """Integrates over k with k + k' = q cosh(mu), k - k' = q cos(nu)."""
    def term(mu, nu, band):
        k = q / 2 * (np.cosh(mu) + np.cos(nu))
        kp = q / 2 * (np.cosh(mu) - np.cos(nu))
        cosine = (k**2 + kp**2 - q**2) / (2 * k * kp)
        overlap = (1 + band * cosine) / 2
        gap = VEL * (abs(k - kp) if band == 1 else k + kp)
        return k * kp * overlap / gap          # k*kp is the area element

    def edge(x):
        return np.arccosh(max(1.0, x))

    ratio = 2 * kf / q
    intra = dblquad(term, 0, np.pi / 2,
                    lambda nu: edge(ratio - abs(np.cos(nu))),
                    lambda nu: edge(ratio + abs(np.cos(nu))),
                    args=(1,), epsabs=1e-6, epsrel=1e-6)[0]
    inter = dblquad(term, 0, np.pi,
                    lambda nu: edge(ratio - np.cos(nu)), 16.0,
                    args=(-1,), epsabs=1e-6, epsrel=1e-6)[0]
    return DEG / (4 * np.pi**2) * (4 * intra + 4 * inter)


pol_ratio = {y: polarizability(y, 1.0) / dos(1.0) for y in (0.5, 1.0, 1.8, 3.0)}
for y in (0.5, 1.0, 1.8):
    assert abs(pol_ratio[y] - 1) < 1e-3
beyond = 1 - quad(lambda t: np.sqrt(9 - 4 * t**2), 0, 1)[0] / 3 + 3 * np.pi / 8
assert abs(pol_ratio[3.0] - beyond) < 1e-3
assert pol_ratio[3.0] > 1.05

# ---- two-dimensional Fourier transform of 1/r, weakly damped ----
hankel = quad(lambda r: 2 * np.pi * jv(0, r) * np.exp(-0.05 * r),
              0, 400, limit=1000)[0]
# the damping itself changes the value by about one part in 800
assert abs(hankel / (2 * np.pi) - 1) < 2e-3


# ---- scattering strengths: scatterer density times V(q)^2 ----
def bare(q):
    return 2 * np.pi / (KAPPA * q)


def v_screened(q, kf):
    return bare(q) / (1 + bare(q) * dos(kf))


def w_charge(q, kf):
    return N_CHARGE * v_screened(q, kf)**2


def w_bare(q, kf):
    return N_CHARGE * bare(q)**2


Q_FIXED = 0.2


def w_fixed(q, kf):
    return N_CHARGE * (2 * np.pi / (KAPPA * (q + Q_FIXED)))**2


def w_short(q, kf):
    return N_SHORT * V0**2 * np.ones_like(q)


def w_short_screened(q, kf):
    return N_SHORT * (V0 / (1 + bare(q) * dos(kf)))**2


def w_both(q, kf):
    return w_charge(q, kf) + w_short(q, kf)


# ---- Boltzmann equation solved on the Fermi circle ----
def boltzmann(n, strength, parabolic=False, points=400):
    kf = fermi_k(n)
    speed = kf if parabolic else VEL           # parabolic band of mass 1
    theta = 2 * np.pi * np.arange(points) / points
    step = 2 * np.pi / points
    q = 2 * kf * abs(np.sin((theta[:, None] - theta[None, :]) / 2))
    np.fill_diagonal(q, kf)                    # diagonal is removed below
    spinor = np.array([np.ones(points), np.exp(1j * theta)]) / np.sqrt(2)
    overlap = 1.0 if parabolic else abs(spinor.conj().T @ spinor)**2
    rate = (2 * np.pi * strength(q, kf) * overlap
            * kf / (speed * (2 * np.pi)**2) * step)
    np.fill_diagonal(rate, 0.0)
    collision = np.diag(rate.sum(axis=1)) - rate
    # the uniform shift is a null vector; this term fixes it to zero
    collision += np.mean(np.diag(collision)) / points
    drive = speed * np.cos(theta)
    shift = np.linalg.solve(collision, drive)
    sigma = DEG * kf / (speed * (2 * np.pi)**2) * np.sum(drive * shift) * step
    return 2 * np.pi * sigma                   # from e^2/hbar to e^2/h


def exponent(sigma_of_n, n=densities[0]):
    return np.log2(sigma_of_n(2 * n) / sigma_of_n(n))


# ---- derived formulas against the Boltzmann solution ----
integral = quad(lambda x: x**2 * np.sqrt(1 - x**2) / (x + 2 * ALPHA)**2, 0, 1)[0]
coefficient = 1 / (2 * ALPHA**2 * integral)
sigma_c = coefficient * densities / N_CHARGE
sigma_s = 8 * VEL**2 / (N_SHORT * V0**2) * np.ones(len(densities))
sigma_tot = 1 / (1 / sigma_c + 1 / sigma_s)
for i, n in enumerate(densities):
    assert abs(boltzmann(n, w_charge) / sigma_c[i] - 1) < 1e-4
    assert abs(boltzmann(n, w_short) / sigma_s[i] - 1) < 1e-6
    assert abs(boltzmann(n, w_both) / sigma_tot[i] - 1) < 1e-4

# general formula on a potential that is neither of the two limits
kf0 = fermi_k(densities[0])
mean_sq = quad(lambda t: np.sin(t)**2 / np.pi
               * w_fixed(2 * kf0 * np.sin(t / 2), kf0), 0, 2 * np.pi)[0]
assert abs(boltzmann(densities[0], w_fixed) * mean_sq / (8 * VEL**2) - 1) < 1e-4

p_charge = exponent(lambda n: boltzmann(n, w_charge))
p_bare = exponent(lambda n: boltzmann(n, w_bare))
p_fixed = exponent(lambda n: boltzmann(n, w_fixed))
p_short = exponent(lambda n: boltzmann(n, w_short))
p_short_scr = exponent(lambda n: boltzmann(n, w_short_screened))
p_parabolic = exponent(lambda n: boltzmann(n, w_short, parabolic=True))
assert abs(p_charge - 1) < 1e-6 and abs(p_bare - 1) < 1e-6
assert abs(p_short) < 1e-6 and abs(p_short_scr) < 1e-6
assert 0 < p_fixed < 0.1
assert abs(p_parabolic - 1) < 1e-6


# ---- exact scattering by a disc, to test "weak" ----
def disc_sigma(n, height):
    """Conductivity from exact Dirac phase shifts of a disc potential."""
    k = fermi_k(n)
    inside = k - height / VEL
    sign, x, y = np.sign(inside), k * RADIUS, abs(inside) * RADIUS
    m = np.arange(-5, 5)
    top = sign * jv(m, x) * jv(m + 1, y) - jv(m + 1, x) * jv(m, y)
    bottom = sign * yv(m, x) * jv(m + 1, y) - yv(m + 1, x) * jv(m, y)
    delta = np.arctan(top / bottom)
    section = 2 / k * np.sum(np.sin(np.diff(delta))**2)
    return 2 * k / (N_SHORT * section)


height = V0 / (np.pi * RADIUS**2)
height_res = jn_zeros(0, 1)[0] * VEL / RADIUS
disc_ratio = disc_sigma(densities[0], height) / sigma_s[0]
weaker_ratio = disc_sigma(densities[0], height / 10) / (100 * sigma_s[0])
p_disc = exponent(lambda n: disc_sigma(n, height))
p_res = exponent(lambda n: disc_sigma(n, height_res))
assert abs(disc_ratio - 1) < 0.08       # higher Born orders at this strength
assert abs(weaker_ratio - 1) < 0.01     # they fade for a weaker disc
assert abs(p_disc) < 0.03
assert 0.6 < p_res < 1.0

# ---- printed numbers ----
a0_cm = const.physical_constants["Bohr radius"][0] * 100
quantum_mS = const.e**2 / const.h * 1e3
print(f"velocity v = {VEL} a.u., kappa = {KAPPA}, alpha = {ALPHA:.4f}")
print(f"charged impurities n_i = {N_CHARGE:.1e} a0^-2")
print(f"short-range scatterers n_s = {N_SHORT:.1e} a0^-2")
print(f"short-range strength V0 = {V0} Eh a0^2, radius = {RADIUS} a0")
print(f"disc height = {height:.5f} Eh, height*R/v = {height*RADIUS/VEL:.3f}")
print(f"integral I = {integral:.5f}, coefficient C = {coefficient:.3f}")
print(f"q_TF/kF = {4*ALPHA:.4f}")
print("polarizability / density of states at q/kF:")
for y, value in pol_ratio.items():
    print(f"  q/kF = {y}: {value:.4f}")
print("n (a0^-2), kF (1/a0), V_C at 90 degrees (Eh a0^2):")
for n in densities:
    k = fermi_k(n)
    print(f"  {n:.0e}  {k:.6f}  {v_screened(np.sqrt(2)*k, k):.2f}")
print("n (a0^-2), tau_C, tau_s (a.u. of time), kF*l_C, kF*l_s:")
for n, sc, ss in zip(densities, sigma_c, sigma_s):
    k = fermi_k(n)
    print(f"  {n:.0e}  {sc/(2*VEL*k):.1f}  {ss/(2*VEL*k):.1f}"
          f"  {sc/2:.2f}  {ss/2:.2f}")
print("n (a0^-2), sigma_C, sigma_s, combined (e^2/h):")
for n, sc, ss, st in zip(densities, sigma_c, sigma_s, sigma_tot):
    print(f"  {n:.0e}  {sc:.2f}  {ss:.2f}  {st:.2f}")
print(f"lowest density = {densities[0]/a0_cm**2:.3e} cm^-2")
print(f"highest density = {densities[-1]/a0_cm**2:.3e} cm^-2")
print(f"sigma_C at lowest density = {sigma_c[0]*quantum_mS:.4f} mS")
print(f"sigma_C at highest density = {sigma_c[-1]*quantum_mS:.4f} mS")
print(f"sigma_s = {sigma_s[0]*quantum_mS:.3f} mS")
print("exponent d ln sigma / d ln n, from n = 1e-5 to 2e-5 a0^-2:")
for label, p in [("screened charge", p_charge), ("bare charge", p_bare),
                 (f"charge, fixed q_s = {Q_FIXED} 1/a0", p_fixed),
                 ("short range", p_short),
                 ("short range, screened", p_short_scr),
                 ("short range, parabolic band", p_parabolic),
                 ("weak disc, exact", p_disc),
                 ("resonant disc, exact", p_res)]:
    print(f"  {label}: {round(p, 3) + 0.0:.3f}")
print(f"resonant disc height = {height_res:.4f} Eh")
print(f"exact / Born sigma, weak disc = {disc_ratio:.4f}")
print(f"exact / Born sigma, ten times weaker = {weaker_ratio:.4f}")
print("tests ok")
```

Output:

```
velocity v = 0.45 a.u., kappa = 2.5, alpha = 0.8889
charged impurities n_i = 1.0e-05 a0^-2
short-range scatterers n_s = 1.0e-03 a0^-2
short-range strength V0 = 2.0 Eh a0^2, radius = 5.0 a0
disc height = 0.02546 Eh, height*R/v = 0.283
integral I = 0.03322, coefficient C = 19.051
q_TF/kF = 3.5556
polarizability / density of states at q/kF:
  q/kF = 0.5: 1.0000
  q/kF = 1.0: 1.0000
  q/kF = 1.8: 1.0000
  q/kF = 3.0: 1.2581
n (a0^-2), kF (1/a0), V_C at 90 degrees (Eh a0^2):
  1e-05  0.005605  90.23
  2e-05  0.007927  63.80
  4e-05  0.011210  45.11
  8e-05  0.015853  31.90
n (a0^-2), tau_C, tau_s (a.u. of time), kF*l_C, kF*l_s:
  1e-05  3776.6  80285.6  9.53  202.50
  2e-05  5340.9  56770.5  19.05  202.50
  4e-05  7553.2  40142.8  38.10  202.50
  8e-05  10681.9  28385.2  76.20  202.50
n (a0^-2), sigma_C, sigma_s, combined (e^2/h):
  1e-05  19.05  405.00  18.20
  2e-05  38.10  405.00  34.83
  4e-05  76.20  405.00  64.14
  8e-05  152.41  405.00  110.74
lowest density = 3.571e+11 cm^-2
highest density = 2.857e+12 cm^-2
sigma_C at lowest density = 0.7380 mS
sigma_C at highest density = 5.9044 mS
sigma_s = 15.690 mS
exponent d ln sigma / d ln n, from n = 1e-5 to 2e-5 a0^-2:
  screened charge: 1.000
  bare charge: 1.000
  charge, fixed q_s = 0.2 1/a0: 0.043
  short range: 0.000
  short range, screened: 0.000
  short range, parabolic band: 1.000
  weak disc, exact: 0.016
  resonant disc, exact: 0.801
resonant disc height = 0.2164 Eh
exact / Born sigma, weak disc = 1.0156
exact / Born sigma, ten times weaker = 1.0037
tests ok
```
